# Poisson's Equation as a Test of Hermite Coulomb Integrals

## Problem

In the McMurchie-Davidson scheme, products of Gaussian orbitals are expanded in Hermite Gaussians

$$\Lambda_{tuv}(\mathbf r)=\partial_{P_x}^{t}\,\partial_{P_y}^{u}\,\partial_{P_z}^{v}\;e^{-p|\mathbf r-\mathbf P|^2},\qquad p>0 .$$

Their Coulomb interaction with a unit point charge at $\mathbf C$ is built from the Hermite Coulomb integrals

$$R_{tuv}=\partial_X^{t}\,\partial_Y^{u}\,\partial_Z^{v}\,F_0(pR^2),\qquad \mathbf R=(X,Y,Z)=\mathbf P-\mathbf C,$$

where $F_n(T)=\int_0^1 s^{2n}e^{-Ts^2}\,ds$ is the Boys function. Write $T=pR^2$ and $L=t+u+v$, and consider

$$S_{tuv}=R_{t+2,u,v}+R_{t,u+2,v}+R_{t,u,v+2}.$$

Atomic units are used, with lengths in bohr.

(a) Use Poisson's equation to show that $S_{tuv}$ is a constant times $\Lambda_{tuv}(\mathbf C)$, and find the constant.

(b) Confirm the case $t=u=v=0$ from the properties of the Boys functions alone. Does the same rule hold for the auxiliary integrals of the recursion?

(c) Compare the long-range behaviour of $S_{tuv}$ with that of its three terms.

(d) Evaluate both sides for $(t,u,v)=(1,0,0)$, $p=0.8\ \text{bohr}^{-2}$ and $\mathbf R=(0.5,1,1)$ bohr, then follow the sum as $\mathbf R$ grows in the same direction.

(e) The rule is to serve as a test of a computer routine for $R_{tuv}$. Which faults does it reveal, and which does it miss?

## Solution

### (a) The source

We first need the potential at $\mathbf C$ of the density $e^{-p|\mathbf r-\mathbf P|^2}$,

$$V=\int\frac{e^{-p|\mathbf r-\mathbf P|^2}}{|\mathbf r-\mathbf C|}\,d\mathbf r .$$

Insert $1/a=(2/\sqrt\pi)\int_0^\infty e^{-w^2a^2}dw$ with $a=|\mathbf r-\mathbf C|$. The integral over $\mathbf r$ then contains a product of two Gaussians. Completing the square gives

$$V=\frac{2}{\sqrt\pi}\int_0^\infty\left(\frac{\pi}{p+w^2}\right)^{3/2}\exp\left(-\frac{p\,w^2}{p+w^2}R^2\right)dw .$$

Substitute $s^2=w^2/(p+w^2)$. Then $p+w^2=p/(1-s^2)$ and $w=\sqrt p\,s(1-s^2)^{-1/2}$, so that $dw=\sqrt p\,(1-s^2)^{-3/2}ds$. The powers of $1-s^2$ cancel, and

$$V=\frac{2}{\sqrt\pi}\,\frac{\pi^{3/2}}{p}\int_0^1e^{-pR^2s^2}ds=\frac{2\pi}{p}F_0(pR^2).$$

Since $\nabla_C^2\,|\mathbf r-\mathbf C|^{-1}=-4\pi\delta(\mathbf r-\mathbf C)$, Poisson's equation reads

$$\nabla_C^2V=-4\pi e^{-p|\mathbf C-\mathbf P|^2}=-4\pi e^{-pR^2}.$$

$V$ depends on $\mathbf C$ only through $\mathbf R=\mathbf P-\mathbf C$. Each derivative with respect to $\mathbf C$ is minus the derivative with respect to $\mathbf R$, and two minus signs cancel in the Laplacian. Dividing by $2\pi/p$ gives

$$\nabla_R^2F_0(pR^2)=-2p\,e^{-pR^2}.$$

Now apply $\partial_X^t\partial_Y^u\partial_Z^v$ to both sides. Partial derivatives of a smooth function commute, so the left side becomes $S_{tuv}$. On the right, $\partial_{\mathbf R}=\partial_{\mathbf P}$ at fixed $\mathbf C$, so the derivative of the Gaussian is $\Lambda_{tuv}$ evaluated at $\mathbf r=\mathbf C$:

$$\boxed{S_{tuv}=-2p\,\Lambda_{tuv}(\mathbf C)}$$

For coding, the definition $H_k(y)=(-1)^ke^{y^2}\frac{d^k}{dy^k}e^{-y^2}$ with $y=\sqrt p\,x$ gives

$$\Lambda_{tuv}(\mathbf C)=(-\sqrt p)^{L}\,H_t(\sqrt pX)\,H_u(\sqrt pY)\,H_v(\sqrt pZ)\,e^{-pR^2}.$$

The physical content is local: the Laplacian of a potential at a point measures the charge density at that point.

### (b) The same result from the Boys functions

Differentiation under the integral gives $F_n'=-F_{n+1}$. Integrating $\frac{d}{ds}\left(s^{2n+1}e^{-Ts^2}\right)$ from 0 to 1 gives

$$(2n+1)F_n=2T\,F_{n+1}+e^{-T}.\tag{1}$$

For any function $f(T)$ with $T=pR^2$, we have $\partial_X^2f=2pf'+4p^2X^2f''$. Summing over the three directions, $\nabla^2f=6pf'+4pTf''$. With $f=F_n$, and with (1) used for $2TF_{n+2}=(2n+3)F_{n+1}-e^{-T}$,

$$\nabla^2F_n=-6pF_{n+1}+2p\left[(2n+3)F_{n+1}-e^{-T}\right]=2p\left[2nF_{n+1}-e^{-T}\right].$$

For $n=0$ this is $-2pe^{-T}$, as found in (a).

The recursion uses the auxiliary integrals $R^{(n)}_{tuv}=\partial_X^t\partial_Y^u\partial_Z^v\left[(-2p)^nF_n\right]$, with $R_{tuv}=R^{(0)}_{tuv}$. Since $\partial_X[(-2p)^nF_n]=X(-2p)^{n+1}F_{n+1}$, applying the remaining derivatives to this product gives

$$R^{(n)}_{t+1,u,v}=t\,R^{(n+1)}_{t-1,u,v}+X\,R^{(n+1)}_{tuv},\tag{2}$$

and likewise for $Y$ and $Z$. For $n>0$ the extra term $2nF_{n+1}$ spoils the rule. At $T=1.8$ and $p=0.8$, the sum for $n=1$, $t=u=v=0$ is $0.1165\ \text{bohr}^{-4}$, whereas a pure Gaussian source $(-2p)(-2p)e^{-T}$ would give $0.4232\ \text{bohr}^{-4}$. The rule of (a) therefore holds only for the final integrals, those with $n=0$. Multiplying the expression for $\nabla^2F_n$ by $(-2p)^n$ and differentiating gives the form valid for every $n$: $R^{(n)}_{t+2,u,v}+R^{(n)}_{t,u+2,v}+R^{(n)}_{t,u,v+2}=-2n\,R^{(n+1)}_{tuv}-2p(-2p)^n\Lambda_{tuv}(\mathbf C)$.

### (c) Long range

The substitution $y=\sqrt T\,s$ in $F_0$ gives

$$F_0(pR^2)=\sqrt{\frac{\pi}{4p}}\;\frac{\operatorname{erf}(\sqrt pR)}{R}=\sqrt{\frac{\pi}{4p}}\left[\frac1R-\frac{\operatorname{erfc}(\sqrt pR)}{R}\right].$$

The second term and all its derivatives consist of powers of the coordinates and of $1/R$, multiplied by $\operatorname{erfc}(\sqrt pR)$ or $e^{-pR^2}$. They vanish faster than any inverse power of $R$. What remains is the point-charge form

$$R_{tuv}\to\sqrt{\frac{\pi}{4p}}\;\partial_X^t\partial_Y^u\partial_Z^v\,\frac1R .$$

Each term of $S_{tuv}$ contains $L+2$ derivatives of $1/R$ and so falls off as $R^{-(L+3)}$, except in directions where its angular factor is zero. The sum behaves differently. From $\partial_X^2R^{-1}=3X^2R^{-5}-R^{-3}$ and its two partners, $\nabla^2R^{-1}=3R^{-3}-3R^{-3}=0$ for $R\neq0$. The power-law parts cancel, and $S_{tuv}$ is a polynomial of degree $L$ times $e^{-pR^2}$. It is small at long range but not identically zero.

### (d) Numbers

For $(t,u,v)=(1,0,0)$, recursion (2) gives

$$R_{300}=2R^{(1)}_{100}+XR^{(1)}_{200}.$$

Here $R^{(1)}_{100}=4p^2XF_2$ and $R^{(1)}_{200}=4p^2F_2-8p^3X^2F_3$, so

$$R_{300}=12p^2XF_2-8p^3X^3F_3 .$$

Similarly,

$$R_{120}=XR^{(1)}_{020}=4p^2XF_2-8p^3XY^2F_3,$$

and $R_{102}$ has $Z$ in place of $Y$. The sum is

$$S_{100}=20p^2XF_2-8p^3XR^2F_3=4p^2X\left[5F_2-2TF_3\right]=4p^2X\,e^{-T},$$

where the last step is (1) with $n=2$. The source agrees: $-2p\,\partial_Xe^{-pR^2}=4p^2Xe^{-T}$.

At $\mathbf R=(0.5,1,1)$ bohr, $R^2=2.25\ \text{bohr}^2$ and $T=1.8$. The Boys values are $F_2=0.0598913$ and $F_3=0.0372660$, and $e^{-T}=0.1652989$. With $4p^2=2.56$ and $8p^3=4.096$ in the corresponding units,

- $R_{300}=3.84\times0.0598913-0.512\times0.0372660=0.21090\ \text{bohr}^{-3}$,
- $R_{120}=R_{102}=1.28\times0.0598913-2.048\times0.0372660=0.00034\ \text{bohr}^{-3}$,
- $S_{100}=0.2116\ \text{bohr}^{-3}$, and the source is $1.28\times0.1652989=0.2116\ \text{bohr}^{-3}$.

Farther out in the same direction, with all integrals in $\text{bohr}^{-3}$:

| $R$ / bohr | $R_{300}$ | $R_{120}=R_{102}$ | source |
|---|---|---|---|
| 1.5 | $2.109\times10^{-1}$ | $3.401\times10^{-4}$ | $2.116\times10^{-1}$ |
| 3 | $2.972\times10^{-2}$ | $-1.390\times10^{-2}$ | $1.911\times10^{-3}$ |
| 6 | $1.869\times10^{-3}$ | $-9.344\times10^{-4}$ | $1.591\times10^{-12}$ |
| 9 | $3.692\times10^{-4}$ | $-1.846\times10^{-4}$ | $5.535\times10^{-28}$ |

The terms approach the ratio $2:-1:-1$. This follows from the point-charge derivatives

$$\partial_X^3\frac1R=\frac{9XR^2-15X^3}{R^7},\qquad \partial_X\partial_Y^2\frac1R=\frac{3XR^2-15XY^2}{R^7}.$$

With $\mathbf R=R(1,2,2)/3$ these are $\frac{22}{9}R^{-4}$ and $-\frac{11}{9}R^{-4}$. The ratio of $R_{300}$ to its point-charge limit is 0.441 at 1.5 bohr and 0.994 at 3 bohr.

At 9 bohr the computed sum is $-5.4\times10^{-20}$, not the source value $5.5\times10^{-28}$. The difference is rounding: double-precision numbers of the size of $R_{300}$ are spaced by $2^{-64}\approx5.4\times10^{-20}$. A comparison relative to the source would report a huge error in a correct routine. A suitable measure is relative to the terms:

$$\rho_{tuv}=\frac{|S_{tuv}+2p\Lambda_{tuv}(\mathbf C)|}{|R_{t+2,u,v}|+|R_{t,u+2,v}|+|R_{t,u,v+2}|}.$$

All three terms vanish by symmetry whenever an index is odd along an axis whose coordinate is zero, for example odd $t$ at $X=0$, or any odd index at $\mathbf R=0$. An absolute comparison is then needed instead.

### (e) What the test sees

Four faults were planted in a working routine. The table gives the largest $\rho_{tuv}$ in each group of orders, with $p=0.8\ \text{bohr}^{-2}$. The near point is $\mathbf R=(0.5,-0.7,1.1)$ bohr and the far point is $(5,-4,6)$ bohr, where all $L\le4$ are included. A dash means a value below $10^{-13}$, which is rounding.

| Fault | near, $L=0$ | near, $L=2,4$ | near, $L=1,3$ | far |
|---|---|---|---|---|
| none | – | – | – | – |
| factor $t$ lost | – | 16 | 3.7 | 1.0 |
| $\mathbf R$ reversed | – | – | 2.0 | – |
| all $R_{tuv}$ 10% too large | 0.091 | 0.091 | 0.091 | – |
| highest $F_n$ 10% too large | – | – | – | – |

**Lost factor.** Suppose the factor $t$ in (2), and its partners for $Y$ and $Z$, are replaced by 1. Second derivatives need only the factor 1, so $L=0$ passes. In $R_{300}$, however, one contribution $4p^2XF_2$ is missing, and $S_{100}$ becomes $4p^2X(e^{-T}-F_2)$. At large $T$, $F_2$ falls off as a power and not exponentially, so this fault is visible at long range too.

**Reversed vector.** Using $\mathbf C-\mathbf P$ for $\mathbf R$ multiplies $R_{tuv}$ by $(-1)^{t+u+v}$, because $F_0$ is even in $\mathbf R$. The sum is multiplied by $(-1)^L$. Even orders pass; for odd orders the discrepancy is $2|S_{tuv}|$, hence $\rho\le2$. At long range $S_{tuv}$ itself is negligible and the fault disappears from view.

**Common scale.** If all integrals are multiplied by 1.1, the discrepancy is $0.1|S_{tuv}|$ and the denominator is 1.1 times its correct value. Therefore $\rho\le0.1/1.1=0.091$. At long range, a sum that should be negligible remains negligible after scaling.

**Wrong highest Boys function.** Let the routine compute $F_N$ with an error $\delta_N$ and obtain the lower functions from (1). Subtracting the correct relation from the faulty one gives

$$(2n+1)\,\delta_n=2T\,\delta_{n+1}.$$

Consider the functions $g_n(T)=c\,(2n-1)!!\,2^{-n}T^{-n-1/2}$, with $(-1)!!=1$. They satisfy the same relation, and also $g_n'=-g_{n+1}$. At a given point with $T>0$, choose the constant $c$ so that $g_N=\delta_N$; then $g_n=\delta_n$ for all $n\le N$. Recursion (2) is linear in the Boys values, and its derivation used only $F_n'=-F_{n+1}$. The errors in $R_{tuv}$ are therefore the corresponding derivatives of $g_0(pR^2)=c/(\sqrt p\,R)$. This function is harmonic away from $\mathbf R=0$, so the errors cancel in $S_{tuv}$ at every order the routine can reach, near or far.

The integrals are nevertheless wrong. With $N=6$, the relative error of $R_{600}$ is 0.7% at the near point and 10% at the far point. In the far case $e^{-T}$ is negligible in (1), so the correct $F_n$ obey the same relation as $\delta_n$, and the 10% error passes undiminished to every $n$.

A separate anchor is needed. The closed form

$$R_{000}=\sqrt{\frac{\pi}{4p}}\,\frac{\operatorname{erf}(\sqrt pR)}{R}$$

reveals the last fault through a relative error of $2.7\times10^{-4}$ at the near point, provided that the comparison is tight enough. It also reveals the common scale, but not the lost factor or the reversed vector, so it complements the trace rule and does not replace it.

There are further gaps. At total order $M=L+2$ there are $(M+1)(M+2)/2$ integrals but only $(M-1)M/2$ relations, so $2M+1$ combinations are left free; an error $+\epsilon$ in $R_{200}$ with $-\epsilon$ in $R_{020}$ is one example. Every term of $S_{tuv}$ has at least one index equal to 2 or more. The integrals whose indices are all 0 or 1 never enter the rule and need checks of their own. By (2) they are, up to permutation of the axes,

$$R_{000}=F_0,\quad R_{100}=-2pXF_1,\quad R_{110}=4p^2XYF_2,\quad R_{111}=-8p^3XYZF_3 .$$

A useful test thus applies the trace rule at a point close to the source with three unequal nonzero coordinates, includes even and odd orders beyond $L=0$, and adds these direct checks with independently computed Boys values. The direct checks should also be made at a far point. The downward relation gives $\delta_n=(2T)^{N-n}\delta_N/[(2n+1)(2n+3)\cdots(2N-1)]$, so for small $T$ or large $N$ an error in $F_N$ is strongly damped. With $N=16$, a 10% error in $F_N$ changes $R_{000}$ by only $5\times10^{-13}$ and $R_{111}$ by $3\times10^{-12}$ (relative) at the near point, but by 10% at the far point. The trace rule is a necessary condition on a correct routine, not a sufficient one. The numerical check covers the rule for all $L\le4$ and each of the planted faults.

## Computed values

```
exponent p = 0.8 bohr^-2; R = d*(1,2,2)/3; (t,u,v) = (1,0,0)
largest relative deviation, recursion vs derivatives: 1.3e-15
potential of Lambda_120 at near point, quadrature: 0.35130211 a.u.
same potential, (2 pi/p) R_120: 0.35130211 a.u.
d = 1.5 bohr: T = 1.8000, exp(-T) = 0.16529889
  F_1 = 0.12696920, F_2 = 0.05989130, F_3 = 0.03726601
  auxiliary sum, n = 1, t=u=v=0: 0.11652167 bohr^-4
  pure Gaussian 4 p^2 exp(-T) for comparison: 0.42316515 bohr^-4
d/bohr, T, then R_300, R_120, R_102, sum, source (all bohr^-3), R_300/point limit
 1.5   1.8 2.109024e-01 3.400817e-04 3.400817e-04 2.116e-01 2.116e-01 0.440825
 3.0   7.2 2.971755e-02 -1.390315e-02 -1.390315e-02 1.911e-03 1.911e-03 0.993843
 6.0  28.8 1.868853e-03 -9.344264e-04 -9.344264e-04 1.591e-12 1.591e-12 1.000000
 9.0  64.8 3.691561e-04 -1.845781e-04 -1.845781e-04 -5.421e-20 5.535e-28 1.000000
near point (0.5, -0.7, 1.1) bohr, far point (5.0, -4.0, 6.0) bohr
largest relative residual of the rule, orders t+u+v up to 4:
fault | near, order 0 | near, 2 and 4 | near, 1 and 3 | far, all | R_000 error near
 none | 0.0e+00 | 2.1e-15 | 7.9e-16 | 1.3e-15 | 0.0e+00
 lost factor t | 0.0e+00 | 1.6e+01 | 3.7e+00 | 1.0e+00 | 0.0e+00
 reversed R | 0.0e+00 | 2.1e-15 | 2.0e+00 | 1.3e-15 | 0.0e+00
 all scaled +10% | 9.1e-02 | 9.1e-02 | 9.1e-02 | 9.9e-15 | 1.0e-01
 top Boys +10% | 1.7e-16 | 2.9e-15 | 8.5e-16 | 1.8e-15 | 2.7e-04
top Boys +10%: relative error of R_600 at near point: 6.834e-03
top Boys +10%: relative error of R_600 at far point: 1.000e-01
```
